# Thermal Sommerfeld factors for capture at attractive and repulsive Coulomb centres

## Definitions and conventions

A carrier in a semiconductor band is captured by a deep centre through a multiphonon transition. Outside its core the centre has a net charge that attracts or repels the carrier. The question is by what factor this long-range potential changes the thermal capture coefficient.

The band is isotropic and parabolic, with effective mass $m^*$ in units of the electron mass, and the crystal has static dielectric constant $\varepsilon$. In Hartree atomic units the envelope Hamiltonian is

$$H=-\frac{1}{2m^*}\nabla^2-\frac{Z}{\varepsilon r},$$

with $Z>0$ for attraction and $Z<0$ for repulsion. Measure lengths in $a^*=\varepsilon/m^*$ bohr. The kinetic prefactor becomes $1/(2m^*a^{*2})=\tfrac12 m^*/\varepsilon^2$ and the potential prefactor becomes $Z/(\varepsilon a^*)=Zm^*/\varepsilon^2$. With the energy unit $m^*/\varepsilon^2$ hartree, therefore,

$$H=-\tfrac12\nabla^2-\frac Zr,\qquad E=\tfrac12k^2 .$$

These effective units are used below unless a unit is given. The effective Rydberg is $Ry^*=\tfrac12$, that is, $m^*/(2\varepsilon^2)$ hartree. Define

$$x=\frac{E}{k_BT},\qquad \beta=\frac{Z^2Ry^*}{k_BT},\qquad b_n=\frac{\beta}{n^2},\qquad w=\frac{2\pi|Z|}{k}.$$

Since $k^2=2xk_BT$ and $\beta=Z^2/(2k_BT)$, we have $k^2=xZ^2/\beta$, and so $w=2\pi\sqrt{\beta/x}$. For an attractive centre $b_n$ is the binding energy of the $n$th hydrogenic level divided by $k_BT$.

The Sommerfeld factor $s(k)$ is the density of the scattering state at the centre, relative to that of a plane wave with the same amplitude far away. Its average over a non-degenerate gas of free carriers is

$$\langle s\rangle=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-x}s\,dx. \tag{1}$$

The factor $\sqrt x$ is the three-dimensional density of states, and the prefactor normalizes the weight to one. Subscripts $+$ and $-$ denote attraction and repulsion.

## Theorem

Assume that

1. the carriers form a Maxwell gas and the Coulomb tail is unscreened;
2. capture takes place in a core of radius $R$ so small that $|Z|R\ll a^*$, and $kR\ll1$ for the carriers that contribute;
3. the core matrix element and the phonon factor vary negligibly over the carrier energies that contribute;
4. transitions go directly from the continuum to the deep level.

Then the capture coefficient is $C=C_0\langle s\rangle$, where $C_0$ is the coefficient for the same core with plane waves, and

$$\boxed{\langle s\rangle_\pm=1\pm2\sqrt{\pi\beta}+4\sum_{n=1}^\infty b_n\left[1-\sqrt{\pi b_n}\,e^{b_n}\operatorname{erfc}\sqrt{b_n}\right]} \tag{2}$$

In particular, at every temperature within the model,

$$\langle s\rangle_+-\langle s\rangle_-=4\sqrt{\pi\beta}. \tag{3}$$

The proof uses three lemmas.

## Lemma 1: the core sees the density at the origin

**Statement.** Under the assumptions, $C=C_0\langle s\rangle$.

**Proof.** For one carrier in a volume $V$ in the state $\psi_k$, the golden rule gives the capture rate

$$W_k=2\pi|M_k|^2G,$$

where $G$ is the thermally averaged phonon overlap factor per unit energy. The electronic matrix element $M_k$ collects contributions from the core alone. There the envelope is nearly constant, so $M_k=\psi_k(0)M_0$, with $M_0$ a property of the core. Hence

$$VW_k=2\pi|M_0|^2G\;V|\psi_k(0)|^2=C_0\,s(k),$$

because $V|\psi_k(0)|^2=1$ for a plane wave. By assumption 3, $C_0$ does not depend on $k$. Averaging over the occupied continuum states gives $C_0\langle s\rangle$. ∎

The averaged quantity is a rate per unit carrier density. The cross-section is $C_0s(k)/v$ at speed $v$, so averaging it without the factor $v$ would give a different quantity.

$C_0$ may itself depend on temperature through $G$. A real change of charge state also shifts the level and alters the lattice relaxation, so it changes $C_0$. The comparison made here is between two signs of the tail around the same core.

## Lemma 2: the contact factor

**Statement.** With $\nu=Z/k$, for either sign of $Z$,

$$s(k)=\frac{2\pi\nu}{1-e^{-2\pi\nu}}. \tag{4}$$

**Proof.** Partial waves with angular momentum $l>0$ vanish at the origin as $r^l$, so the s wave alone matters. Write it as $u(r)/r$, with

$$u''+\left(k^2+\frac{2Z}{r}\right)u=0 .$$

The s-wave part of a unit plane wave is $\sin(kr)/(kr)$, so its $u$ has asymptotic amplitude $1/k$ and slope $u'(0)=1$. Let the regular Coulomb solution with $u'(0)=1$ have asymptotic amplitude $A$. Rescaling it to amplitude $1/k$ multiplies it by $1/(kA)$, and the density at the origin becomes

$$s=\frac1{k^2A^2}. \tag{5}$$

To find $A$, put $u=re^{ikr}f$. Two differentiations give

$$u''=e^{ikr}\left[rf''+2f'+2ik(f+rf')-k^2rf\right].$$

The term $-k^2rf$ cancels against $k^2u$, which leaves

$$rf''+(2+2ikr)f'+(2ik+2Z)f=0 .$$

Let $z=-2ikr$. Then $f'=-2ik\,f_z$ and $rf''=-2ik\,zf_{zz}$. Division by $-2ik$, with $2Z/(-2ik)=i\nu$ and $2ikr=-z$, gives Kummer's equation

$$zf_{zz}+(2-z)f_z-(1-i\nu)f=0 .$$

The regular solution is $f=M(1-i\nu,2,-2ikr)$. It equals one at $r=0$, so $u'(0)=1$ as required.

For large $|z|$,

$$M(a,2,z)\simeq\frac{e^zz^{a-2}}{\Gamma(a)}+\frac{(-z)^{-a}}{\Gamma(2-a)},\qquad a=1-i\nu .$$

In the second term $-z=2kr\,e^{i\pi/2}$, hence

$$(-z)^{-1+i\nu}=-i\,e^{-\pi\nu/2}(2kr)^{-1+i\nu}.$$

After multiplication by $re^{ikr}$ this term has modulus $e^{-\pi\nu/2}/(2k|\Gamma(1+i\nu)|)$. In the first term $z=2kr\,e^{-i\pi/2}$, and the same calculation shows that it is the complex conjugate of the second. Their sum is

$$u\simeq\frac{e^{-\pi\nu/2}}{k|\Gamma(1+i\nu)|}\sin\left[kr+\nu\ln(2kr)-\arg\Gamma(1+i\nu)\right].$$

The logarithmic phase does not affect the amplitude. Equation (5) now gives

$$s=e^{\pi\nu}|\Gamma(1+i\nu)|^2 .$$

The reflection formula yields

$$|\Gamma(1+i\nu)|^2=i\nu\,\Gamma(i\nu)\Gamma(1-i\nu)=\frac{i\pi\nu}{\sin(i\pi\nu)}=\frac{\pi\nu}{\sinh\pi\nu},$$

and writing out the hyperbolic sine gives (4). ∎

In terms of $w=2\pi|\nu|$ the two cases are

$$s_+=\frac{w}{1-e^{-w}},\qquad s_-=\frac{w}{e^w-1}. \tag{6}$$

For slow carriers, $w\gg1$, attraction gives $s_+\simeq w\propto E^{-1/2}$, while repulsion gives $s_-\simeq we^{-w}$, the tunnelling suppression. For fast carriers both tend to one. Direct integration of the radial equation at $k=1$ gives 6.295 and 0.01176 for $Z=\pm1$, in agreement with (4).

## Lemma 3: one thermal integral

**Statement.** For $b>0$, with the average defined in (1),

$$\left\langle\frac1{x+b}\right\rangle=2\left[1-\sqrt{\pi b}\,e^b\operatorname{erfc}\sqrt b\right]. \tag{7}$$

**Proof.** Split the integrand by

$$\frac{\sqrt x}{x+b}=\frac1{\sqrt x}-\frac{b}{\sqrt x\,(x+b)} .$$

The first part integrates against $e^{-x}$ to $\sqrt\pi$. For the second, let

$$J=\int_0^\infty\frac{e^{-x}}{\sqrt x\,(x+b)}dx .$$

Since $e^{-(x+b)}/(x+b)=\int_1^\infty e^{-t(x+b)}dt$, doing the $x$ integral first gives

$$e^{-b}J=\int_1^\infty e^{-tb}\sqrt{\frac\pi t}\,dt
=\frac{2\sqrt\pi}{\sqrt b}\int_{\sqrt b}^\infty e^{-q^2}dq=\frac{\pi}{\sqrt b}\operatorname{erfc}\sqrt b ,$$

where $t=q^2/b$. Thus the average is $(2/\sqrt\pi)(\sqrt\pi-bJ)$, which is (7). ∎

## Proof of the theorem

From (6), using $\coth(w/2)=(1+e^{-w})/(1-e^{-w})$,

$$s_\pm=\frac w2\coth\frac w2\pm\frac w2 .$$

The two signs share an even part and differ by $w$. The average of $w$ is

$$\langle w\rangle=2\pi\sqrt\beta\;\frac2{\sqrt\pi}\int_0^\infty e^{-x}dx=4\sqrt{\pi\beta}.$$

This proves (3) and gives the term $\pm2\sqrt{\pi\beta}$ in (2). The partial-fraction expansion of the hyperbolic cotangent gives for the even part

$$\frac w2\coth\frac w2=1+2\sum_{n=1}^\infty\frac{w^2}{w^2+4\pi^2n^2}.$$

Insert $w^2=4\pi^2\beta/x$:

$$\frac{2w^2}{w^2+4\pi^2n^2}=\frac{2\beta}{\beta+n^2x}=\frac{2b_n}{x+b_n}.$$

All terms are positive, so the sum may be averaged term by term. Lemma 3 turns each into $4b_n[1-\sqrt{\pi b_n}e^{b_n}\operatorname{erfc}\sqrt{b_n}]$, which is (2). ∎

**Remark: free and bound carriers.** The average (1) contains continuum states alone, in both cases. An attractive centre also has bound hydrogenic states with densities $Z^3/(\pi n^3)$ at the origin and Boltzmann weights $e^{b_n}$. At $\beta=1$, the sum of these contributions is 85.5% of the total thermal density at the centre, which is found by diagonalization of $H$. Removing this share leaves a continuum density 7.127 times the free value, the number given by (2). The same calculation for repulsion, where nothing has to be removed, gives 0.0373, again as in (2). If carriers reach the deep level by way of shallow levels, the bound part matters and the theorem does not give the total capture rate.

## Corollary 1: high temperature

For $\beta\ll1$,

$$\langle s\rangle_\pm=1\pm2\sqrt{\pi\beta}+\frac{2\pi^2}{3}\beta-4\sqrt\pi\,\zeta(3)\beta^{3/2}+8\zeta(4)\beta^2+O(\beta^{5/2}). \tag{8}$$

**Proof.** For small $b$, $e^b\operatorname{erfc}\sqrt b=1-2\sqrt{b/\pi}+O(b)$. Each term of the sum in (2) is then

$$4b_n-4\sqrt\pi\,b_n^{3/2}+8b_n^2+O(b_n^{5/2}).$$

Summing powers of $b_n=\beta/n^2$ produces $\zeta(2)=\pi^2/6$, $\zeta(3)$ and $\zeta(4)$. The remainders have a convergent sum of order $\beta^{5/2}$. ∎

To first order the two signs change the rate by equal and opposite amounts. At $\beta=0.001$ the factors are 1.1184 and 0.8942.

The power $\beta^{3/2}$ cannot come from a term-by-term average of the Taylor series of the even part in $w$. That series has a $w^4\propto x^{-2}$ term, whose average diverges at small $x$. Slow carriers are strongly affected however hot the gas is, and they leave this non-analytic trace.

## Corollary 2: low temperature

Let $x_0=(\pi^2\beta)^{1/3}$. For $\beta\gg1$,

$$\langle s\rangle_+\simeq4\sqrt{\pi\beta}\propto T^{-1/2}, \tag{9}$$

$$\langle s\rangle_-\simeq\frac{8}{\sqrt3}\,x_0^2e^{-3x_0}\left[1+\frac{5}{36x_0}\right]. \tag{10}$$

**Proof.** By (3), the error of (9) is $\langle s\rangle_-$, which (10) shows to be exponentially small. For (10), note that $\sqrt x\,w=2\pi\sqrt\beta=2x_0^{3/2}$. Equations (1) and (6) then give

$$\langle s\rangle_-=\frac{4x_0^{3/2}}{\sqrt\pi}\int_0^\infty\frac{e^{-x}}{e^w-1}dx .$$

Expand $1/(e^w-1)=\sum_{m\ge1}e^{-mw}$. The exponent $x+2mx_0^{3/2}x^{-1/2}$ has its minimum at $x=m^{2/3}x_0$, with value $3m^{2/3}x_0$. The terms with $m\ge2$ are therefore exponentially smaller than the first.

For $m=1$ put $x=x_0(1+y)$. The exponent becomes

$$x_0\left[(1+y)+2(1+y)^{-1/2}\right]=x_0\left[3+\tfrac34y^2-\tfrac58y^3+\tfrac{35}{64}y^4+\dots\right].$$

The quadratic term defines a Gaussian of variance $2/(3x_0)$, whose integral is $\sqrt{4\pi/(3x_0)}$. With $dx=x_0\,dy$ the leading result is

$$\frac{4x_0^{3/2}}{\sqrt\pi}\;x_0e^{-3x_0}\sqrt{\frac{4\pi}{3x_0}}=\frac8{\sqrt3}x_0^2e^{-3x_0}.$$

The Gaussian moments are $\overline{y^4}=4/(3x_0^2)$ and $\overline{y^6}=40/(9x_0^3)$. The cubic term contributes at second order and the quartic at first order, so the relative correction is

$$\frac{x_0^2}{2}\frac{25}{64}\frac{40}{9x_0^3}-x_0\frac{35}{64}\frac{4}{3x_0^2}
=\frac{125-105}{144x_0}=\frac5{36x_0}. \qquad ∎$$

For attraction, the factor $E^{-1/2}$ in $s_+$ cancels the density-of-states factor $E^{1/2}$. The captured carriers are then distributed in energy as $e^{-x}$, with a mean of $k_BT$ instead of the $1.5\,k_BT$ of the whole gas. For repulsion, capture is a compromise between the scarcity of fast carriers and the difficulty of tunnelling for slow ones. It is concentrated near $E=x_0k_BT$, which grows as $T^{2/3}$. For $\beta\gg1$ the main temperature dependence is $\exp[-(T_0/T)^{1/3}]$ with $k_BT_0=27\pi^2Z^2Ry^*$. This is not an activated law with a fixed barrier.

## Corollary 3: which carriers are captured

Let $\bar x$ be the mean energy of the captured carriers in units of $k_BT$. Then

$$\bar x=\frac32+\frac{d\ln\langle s\rangle}{d\ln T}. \tag{11}$$

**Proof.** In terms of $E$, equation (1) reads $\langle s\rangle\propto T^{-3/2}\int_0^\infty\sqrt E\,e^{-E/k_BT}s(E)\,dE$. The logarithmic derivative of the prefactor is $-3/2$. That of the integral is the mean of $E/k_BT$ with weight $\sqrt E\,e^{-E/k_BT}s$, which is $\bar x$. ∎

At low temperature (9) gives $\bar x\to1$ for attraction. For repulsion, $d\ln x_0/d\ln T=-1/3$, and the leading part of (10) gives

$$\frac{d\ln\langle s\rangle_-}{d\ln T}\simeq x_0-\frac23,\qquad \bar x\simeq x_0+\frac56 .$$

Assumption 3 must therefore hold over a higher range of energies for repulsion than for attraction.

## Remark: a core of finite size

Let the Coulomb form continue into the core. Near the origin write $u=r+cr^2+\dots$. The radial equation at lowest order gives $2c=-2Z$, so $(u/r)^2=1-2Zr+\dots$. The mean of $r$ over a sphere of radius $R$ is $3R/4$. The contact factor is thus multiplied by

$$1-\frac32\frac{ZR}{a^*} \tag{12}$$

to first order, with $R$ and $a^*$ in the same unit. The core lowers the attractive factor, because the density falls away from its cusp, and raises the repulsive one. The coefficient depends on the potential inside the core. Suppose that the tail is constant there, at its surface value $-Z/R$. The potential then differs from the Coulomb form by $\delta V=Z/r-Z/R$ for $r<R$. To first order this changes the envelope by $-2\int\delta V(r')/(4\pi|\mathbf r-\mathbf r'|)\,d^3r'$ relative to its value at the origin. The mean of $1/|\mathbf r-\mathbf r'|$ over the sphere is $(3R^2-r'^2)/(2R^3)$, so the mean relative change is

$$-\frac{Z}{R^3}\int_0^R\left(r'-\frac{r'^2}{R}\right)(3R^2-r'^2)\,dr'=-\frac{9}{20}ZR .$$

The density changes by twice this amount, and the coefficient $\tfrac32$ in (12) becomes $\tfrac32+\tfrac9{10}=\tfrac{12}5$. Equation (12) can therefore underestimate the error for a real core.

## Worked example

Take the round parameters $m^*=0.3$, $\varepsilon=12$ and $|Z|=1$. Then $a^*=12/0.3=40$ bohr and $Ry^*=28.3$ meV. At 300 K, $k_BT=25.9$ meV, so

$$\beta=\frac{28.345}{25.852}=1.096,\qquad x_0=(\pi^2\times1.096)^{1/3}=2.21 .$$

The averages are $\langle s\rangle_+=7.46$ and $\langle s\rangle_-=0.0323$. Their difference, 7.42, is $4\sqrt{\pi\beta}$, as (3) requires. Changing the sign of the tail around the same core changes the capture coefficient by a factor of about 230.

| $T$ (K) | $\langle s\rangle_+$ | $\langle s\rangle_-$ | ratio |
|---|---|---|---|
| 100 | 13 | 0.0034 | 3700 |
| 300 | 7.5 | 0.032 | 230 |
| 600 | 5.3 | 0.084 | 64 |

Most of the change in the ratio comes from the repulsive factor. From 100 to 600 K it rises about 24-fold, while the attractive factor falls by a factor of 2.4.

The low-temperature forms remain useful here although $\beta$ is near one. At 300 K, (9) is low by 0.4% relative to $\langle s\rangle_+$, and (10) gives 0.0315, low by 2.3% relative to $\langle s\rangle_-$. At 600 K the error of (10) has grown to 5.4%.

The local exponents $d\ln\langle s\rangle/d\ln T$ at 300 K are $-0.49$ and $+1.60$. By (11) the captured carriers have mean energies $1.01\,k_BT$ and $3.10\,k_BT$, against $1.5\,k_BT$ for the whole gas.

For $|Z|=2$ at the same temperature $\beta$ is four times larger. The attractive factor roughly doubles, to 15, since it follows $\sqrt\beta$. The repulsive factor drops to 0.0016, and the ratio rises to about 9400.

For a core of radius 4 bohr, $R/a^*=0.1$ and (12) gives 0.85 and 1.15. Integration of the radial equation, at $E=k_BT$ for attraction and $E=x_0k_BT$ for repulsion, gives 0.86 and 1.16. For $|Z|=1$, with the Coulomb form continued into the core, the contact approximation thus costs about 15% in each factor, which is more than the error of the low-temperature forms at 300 K. The two errors have opposite signs and add up in the ratio, which falls from 230 to about 170. With a tail that is constant inside the core, the first-order factors are 0.76 and 1.24, and the ratio falls to about 140. For $|Z|=2$ the same core gives 0.70 and 1.30 in (12), which lowers the ratio of 9400 by nearly half. The ratios are therefore estimates that depend on the size of the core and on the potential inside it. They also require the unscreened tail of assumption 1. Replace the tail by $-Ze^{-\kappa r}/r$, with $\kappa$ the inverse Debye length of a free-carrier density $n$. Near the centre this shifts the Coulomb potential by $Z\kappa$, so screening is safely negligible when $|Z|\kappa\ll k_BT$ in effective units. For the parameters above with $|Z|=1$ at 300 K, integration of the radial equation raises the repulsive factor by about 4%, 12% and 39% at $n=10^{15}$, $10^{16}$ and $10^{17}$ cm$^{-3}$. The attractive factor changes by less than 0.5%, and the contact ratio falls from 230 to about 220, 210 and 170. At 100 K and $10^{16}$ cm$^{-3}$ the repulsive factor rises 1.7-fold and the ratio falls from 3700 to about 2200. The table therefore applies to depleted or lightly doped material. An anisotropic band adds a further error that this scalar-mass model does not measure.

The numerical output below gives the remaining temperatures and the comparisons with direct integration and diagonalization.

## Calculated quantities

```
Contact factor s(k), |Z|=1, k in 1/a*: integrated, formula
  Z=+1 k=0.5: 12.5664, 12.5664
  Z=+1 k=1.0: 6.29494, 6.29494
  Z=-1 k=0.5: 4.38234e-05, 4.38234e-05
  Z=-1 k=1.0: 0.0117554, 0.0117554
<s> at beta=1: diagonalization, series
  attractive, bound share of density at centre: 0.8549
  Z=+1: 7.12710, 7.12710
  Z=-1: 0.03728, 0.03728
High-temperature check at beta=0.001: <s>, remainder/beta^2
  sign=+1: 1.118418, 8.431
  sign=-1: 0.894219, 8.431
  limit of remainder/beta^2, 8*zeta(4): 8.659
Low-temperature check at beta=50:
  peak of repulsive integrand 7.9024 kT, saddle 7.9024 kT
  repulsive <s> 1.48481e-08, saddle formula 1.48512e-08
  mean captured energy: att 1.0000 kT, rep 8.7413 kT
Model: m*=0.3, eps=12, a*=40.0 bohr, Ry*=28.345 meV
T/K, beta, <s>att, 4sqrt(pi beta), <s>rep, saddle formula, att/rep
  100 3.2893 12.8619 12.8584 3.4338e-03 3.4224e-03 3746
  200 1.6447 9.1082 9.0923 1.5896e-02 1.5696e-02 573
  300 1.0964 7.4561 7.4238 3.2275e-02 3.1527e-02 231
  400 0.8223 6.4789 6.4292 4.9705e-02 4.8026e-02 130.3
  600 0.5482 5.3332 5.2494 8.3799e-02 7.9274e-02 63.64
At 300 K: kT=25.852 meV, saddle x0=2.2119
  attractive: dln<s>/dlnT=-0.4909, mean captured E=1.0091 kT
  repulsive: dln<s>/dlnT=1.5977, mean captured E=3.0977 kT
  |Z|=2: <s>att=14.8492, <s>rep=1.5789e-03, ratio=9405
Core radius 4 bohr = 0.100 a*: factor on s, first order
  Z=+1, E=1.000 kT, k=0.955/a*: 0.8596, 0.8500
  Z=-1, E=2.212 kT, k=1.420/a*: 1.1605, 1.1500
```
